\section*{The Restricted Hartree-Fock Nuclear Gradient Without Orbital Response Equations}

\section*{Setting}

A molecule with an even number of electrons is described by restricted Hartree-Fock theory (RHF) in a finite basis of real functions $\chi_\mu$. Each function is attached to a nucleus and moves with it. When a nucleus is displaced, the integrals change, and so do the self-consistent orbitals. The problem is to find the derivative of the converged energy and to determine how much of the orbital change must be known.

Atomic units are used. The labels $i,j$ denote occupied orbitals, $a,b$ virtual orbitals and $p,q$ any orbitals; $\mu,\nu,\lambda,\sigma$ denote basis functions. The orbitals are $\phi_p=\sum_\mu C_{\mu p}\chi_\mu$, and $C_p$ is the column of coefficients of $\phi_p$. The overlap matrix $S_{\mu\nu}=\langle\mu|\nu\rangle$ is nonsingular, and $C^TSC=1$. Two-electron integrals are written
\begin{equation}
(\mu\nu|\lambda\sigma)=\iint \chi_\mu(1)\chi_\nu(1)\,\frac{1}{r_{12}}\,\chi_\lambda(2)\chi_\sigma(2)\,d1\,d2 .
\end{equation}

Let $x$ be one Cartesian coordinate of one nucleus. A superscript $x$ denotes the derivative with respect to it. On an integral over basis functions, this includes the motion of the functions and any change of the operator. The gradient is $E^x=dE/dx$; the force is $-E^x$.

\section*{(a) The energy as a function of the density matrix}

\textbf{Question.} Starting from the energy of a closed-shell determinant,
\begin{equation}
E=2\sum_i h_{ii}+\sum_{ij}\left[2(ii|jj)-(ij|ij)\right]+V_{NN},
\end{equation}
write $E$ in terms of $P=2\sum_iC_iC_i^T$. Find its first-order change when $P$ changes and the integrals are held fixed.

\textbf{Solution.} Here $h$ is the kinetic energy plus the nuclear attraction, and $V_{NN}$ is the nuclear repulsion. Insert the orbital expansions and use $\sum_iC_{\mu i}C_{\nu i}=P_{\mu\nu}/2$. The one-electron term becomes $\sum P_{\mu\nu}h_{\mu\nu}$. The Coulomb term acquires the factor $2\cdot\frac12\cdot\frac12=\frac12$, and the exchange term $\frac12\cdot\frac12=\frac14$. With
\begin{equation}
G_{\mu\nu}(P)=\sum_{\lambda\sigma}P_{\lambda\sigma}\left[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\right],
\end{equation}
the energy is
\begin{equation}
E=\mathrm{tr}(Ph)+\tfrac12\mathrm{tr}[P\,G(P)]+V_{NN}. \label{energy}
\end{equation}

For symmetric matrices $A$ and $B$,
\begin{equation}
\mathrm{tr}[A\,G(B)]=\sum_{\mu\nu\lambda\sigma}A_{\mu\nu}B_{\lambda\sigma}\left[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\right].
\end{equation}
Exchanging the pairs $(\mu,\nu)$ and $(\lambda,\sigma)$ leaves the bracket unchanged, because $(\lambda\sigma|\mu\nu)=(\mu\nu|\lambda\sigma)$ and $(\lambda\mu|\sigma\nu)=(\mu\lambda|\nu\sigma)$ for real functions. Hence $\mathrm{tr}[A\,G(B)]=\mathrm{tr}[B\,G(A)]$. Since $G$ is linear in its argument,
\begin{align}
dE&=\mathrm{tr}(h\,dP)+\tfrac12\mathrm{tr}[dP\,G(P)]+\tfrac12\mathrm{tr}[P\,G(dP)]\nonumber\\
&=\mathrm{tr}(F\,dP),\qquad F=h+G(P). \label{dE}
\end{align}
The two equal halves remove the factor $\frac12$. The matrix $F$ is the Fock matrix.

\section*{(b) Separating the two causes of the energy change}

\textbf{Question.} Differentiate the converged energy with respect to $x$. Which part needs derivatives of the integrals alone, and which part contains the change of the density matrix?

\textbf{Solution.} The derivative exists if the converged solution can be followed smoothly. By the implicit function theorem this is ensured when the integrals are smooth and the orbital Hessian, the matrix of second derivatives of $E$ with respect to occupied-virtual rotations, is nonsingular. The solution need not be a minimum.

Let $G^x(P)$ denote $G(P)$ with each two-electron integral replaced by its derivative and $P$ unchanged. The product rule applied to Eq.~\eqref{energy}, with Eq.~\eqref{dE} for the density part, gives
\begin{equation}
E^x=\mathrm{tr}(Ph^x)+\tfrac12\mathrm{tr}[P\,G^x(P)]+V_{NN}^x+\mathrm{tr}(FP^x). \label{chain}
\end{equation}
The first three terms need only the density at the current geometry. The last contains $P^x$, the response of the density matrix. Stationarity does not allow this term to be dropped: the energy is stationary for changes that keep the orbitals orthonormal in a \emph{fixed} metric $S$, whereas here $S$ itself changes.

\section*{(c) The structure of the density response}

\textbf{Question.} Expand the changes of the occupied orbital coefficients in the current orbitals. Which part of $P^x$ is fixed by orthonormality?

\textbf{Solution.} The columns $C_p$ span the whole coefficient space, so one may write
\begin{equation}
C_i^x=\sum_pC_pU_{pi}. \label{U}
\end{equation}
The density matrix then changes by
\begin{equation}
P^x=2\sum_i\left(C_i^xC_i^T+C_iC_i^{xT}\right)
=2\sum_{ip}U_{pi}\left(C_pC_i^T+C_iC_p^T\right).
\end{equation}
Define $D=C^TSP^xSC$. Because $C^TSC=1$, the vector $C^TSC_p$ has a one in position $p$ and zeros elsewhere. Reading off the blocks gives
\begin{equation}
D_{ij}=2(U_{ij}+U_{ji}),\qquad D_{ai}=D_{ia}=2U_{ai},\qquad D_{ab}=0. \label{blocks}
\end{equation}
The virtual-virtual block vanishes because every term of $P^x$ contains at least one occupied column. From $CC^TS=1$ it also follows that $P^x=CDC^T$.

Orthonormality must hold at every geometry. Differentiating $C_i^TSC_j=\delta_{ij}$ gives
\begin{align}
0&=C_i^{xT}SC_j+C_i^TS^xC_j+C_i^TSC_j^x\nonumber\\
&=U_{ji}+S^x_{ij}+U_{ij},\qquad S^x_{ij}\equiv C_i^TS^xC_j .
\end{align}
Therefore
\begin{equation}
U_{ij}+U_{ji}=-S^x_{ij}. \label{orth}
\end{equation}
The occupied-occupied block of the response is $D_{ij}=-2S^x_{ij}$, known from overlap derivatives. The antisymmetric part of $U_{ij}$ merely mixes occupied orbitals among themselves and does not enter $P^x$. The elements $U_{ai}$ are not fixed by orthonormality; they describe the mixing of virtual orbitals into the occupied space, expressed in the moving basis, and finding them analytically would require the coupled-perturbed Hartree-Fock equations.

For $i=j$, Eq.~\eqref{orth} has a direct meaning. If the coefficients were frozen, the squared norm of $\phi_i$ would change at the rate $S^x_{ii}$. The coefficients must be rescaled at the rate $U_{ii}=-S^x_{ii}/2$ to compensate.

\section*{(d) The gradient}

\textbf{Question.} Evaluate $\mathrm{tr}(FP^x)$ for a converged solution and obtain the complete gradient. Does the result depend on which orthonormal orbitals represent the occupied space?

\textbf{Solution.} Let $F_{pq}=C_p^TFC_q$. With $P^x=CDC^T$ and the blocks in Eq.~\eqref{blocks},
\begin{align}
\mathrm{tr}(FP^x)&=\sum_{pq}F_{pq}D_{qp}\nonumber\\
&=2\sum_{ij}F_{ij}(U_{ij}+U_{ji})+4\sum_{ai}F_{ai}U_{ai}. \label{trace}
\end{align}
The factor 4 arises because the $ai$ and $ia$ blocks contribute equally.

First consider a fixed basis, so that $S^x=0$. The first sum vanishes by Eq.~\eqref{orth}, while the $U_{ai}$ may be chosen freely. The energy is thus stationary if and only if $F_{ai}=0$ for all $a,i$. This is the convergence condition of RHF. It removes the second sum in Eq.~\eqref{trace} for a moving basis too, whatever the values of $U_{ai}$.

For canonical orbitals $F_{ij}=\varepsilon_i\delta_{ij}$, and Eq.~\eqref{orth} leaves
\begin{equation}
\mathrm{tr}(FP^x)=-2\sum_i\varepsilon_iS^x_{ii}=-\mathrm{tr}(WS^x),\qquad
W=2\sum_i\varepsilon_iC_iC_i^T. \label{W}
\end{equation}
The matrix $W$ is the energy-weighted density. Substitution into Eq.~\eqref{chain} gives
\begin{equation}
\boxed{E^x=\mathrm{tr}(Ph^x)+\tfrac12\mathrm{tr}[P\,G^x(P)]-\mathrm{tr}(WS^x)+V_{NN}^x.} \label{gradient}
\end{equation}
The orbitals do respond, but the unknown part of their response multiplies zero, and the part that contributes is fixed by $S^x$.

To remove the apparent dependence on canonical orbitals, let $C_o$ contain the occupied columns, so that $P=2C_oC_o^T$. Then
\begin{equation}
PFP=4C_o(C_o^TFC_o)C_o^T=2W,\qquad W=\tfrac12PFP .
\end{equation}
An orthogonal mixing of the occupied orbitals leaves $P$ and $F$ unchanged, and hence also $W$. Degenerate occupied orbitals cause no difficulty.

\section*{(e) The derivative integrals}

\textbf{Question.} Let $x$ be the $k$-th coordinate of nucleus $A$, with charge $Z_A$ and position $\mathbf R_A$. Reduce the derivative integrals to integrals containing electron-coordinate derivatives of basis functions.

\textbf{Solution.} A function centred on $A$ depends on $\mathbf r-\mathbf R_A$, so its derivative with respect to $x$ is $-\partial_k\chi_\mu$, where $\partial_k$ acts on the electron coordinate. Functions on other centres do not change. With $\theta_\mu=1$ if $\chi_\mu$ is on $A$ and zero otherwise,
\begin{equation}
S^x_{\mu\nu}=-\theta_\mu\langle\partial_k\mu|\nu\rangle-\theta_\nu\langle\mu|\partial_k\nu\rangle .
\end{equation}
If both functions are on $A$, this is the integral of a total derivative and vanishes, as it must for two functions that move together.

The core Hamiltonian has the same two terms with $h$ inserted, and a third from the attraction operator. Let $r_A=|\mathbf r-\mathbf R_A|$. Differentiating $-Z_A/r_A$ with respect to $x$ gives $+Z_A\partial_k(1/r_A)$. Partial integration then yields
\begin{equation}
h^{x,\mathrm{op}}_{\mu\nu}=-Z_A\left[\langle\partial_k\mu|r_A^{-1}|\nu\rangle+\langle\mu|r_A^{-1}|\partial_k\nu\rangle\right].
\end{equation}
The surface term at infinity vanishes because the basis functions decay. On a small sphere of radius $\rho$ around the nucleus, it is at most of order $\rho^2/\rho=\rho$ and also vanishes. The operator term is present for all pairs $\mu,\nu$, including functions on other atoms.

The operator $1/r_{12}$ does not depend on the nuclei, so a two-electron derivative contains up to four terms, one for each function on $A$. After contraction with symmetric density matrices, relabelling makes the four contributions equal:
\begin{equation}
\tfrac12\mathrm{tr}[P\,G^x(P)]=-2\sum_{\mu\nu\lambda\sigma}\theta_\mu P_{\mu\nu}P_{\lambda\sigma}
\left[(\partial_k\mu\,\nu|\lambda\sigma)-\tfrac12(\partial_k\mu\,\lambda|\nu\sigma)\right]. \label{two}
\end{equation}
Finally, differentiation of $\sum_{A<B}Z_AZ_B/R_{AB}$ gives
\begin{equation}
V_{NN}^x=-\sum_{B\ne A}Z_AZ_B\frac{R_{A,k}-R_{B,k}}{R_{AB}^3}. \label{nuc}
\end{equation}

\section*{(f) Electrostatics and the moving basis}

\textbf{Question.} Separate the electrostatic part of the gradient from the part due to basis motion. When does the latter vanish?

\textbf{Solution.} The electrostatic, or Hellmann-Feynman, part is
\begin{equation}
E^x_{\mathrm{HF}}=\mathrm{tr}(Ph^{x,\mathrm{op}})+V_{NN}^x .
\end{equation}
It describes the interaction of nucleus $A$ with the electron density and the other nuclei. In the remaining one-electron terms, the two positions of the differentiated function give equal contributions. Combining them with Eq.~\eqref{two} turns $h$ into the Fock operator $\hat F$:
\begin{equation}
E^x_{\mathrm{basis}}=-2\sum_{\mu\nu}\theta_\mu
\left[P_{\mu\nu}\langle\partial_k\mu|\hat F|\nu\rangle-W_{\mu\nu}\langle\partial_k\mu|\nu\rangle\right].
\end{equation}
Inserting the orbital forms of $P$ and $W$ gives
\begin{equation}
E^x_{\mathrm{basis}}=-4\sum_i\sum_\mu\theta_\mu C_{\mu i}
\langle\partial_k\mu|(\hat F-\varepsilon_i)\phi_i\rangle .
\end{equation}
The function $(\hat F-\varepsilon_i)\phi_i$ is the residual of the Hartree-Fock equation in space. The finite-basis equations make it orthogonal to every $\chi_\mu$, but not necessarily to $\partial_k\chi_\mu$. The basis-motion part vanishes if the residuals vanish, as in the complete-basis limit, or if the derivatives of the basis functions on $A$ lie in the span of the basis. A finite Gaussian basis with functions on $A$ cannot meet the second condition exactly, because differentiating the function of highest polynomial degree on $A$ gives a still higher degree. The basis-motion part also vanishes for basis functions fixed in space, because every $\theta_\mu$ is then zero.

\section*{(g) A bent acetylene molecule}

\textbf{Question.} For C$_2$H$_2$ at the RHF/6-31G level, place the nuclei in the $xz$ plane at the following coordinates $(x,z)$ in bohr: C1 $(0,0)$, C2 $(0,2.30)$, H1 $(0.30,-2.00)$ and H2 $(0.20,4.40)$. Find the derivative of the energy with respect to the $z$ coordinate of C2, and assess the size of the response that drops out.

\textbf{Solution.} The geometry is deliberately not an equilibrium one. There are 22 basis functions and seven occupied orbitals, and the converged energy is $-76.78686$ hartree. In hartree/bohr, Eq.~\eqref{nuc} gives
\begin{equation}
V_{NN}^x=-\frac{36}{2.30^2}-\frac{6(4.30)}{(0.30^2+4.30^2)^{3/2}}+\frac{6(2.10)}{(0.20^2+2.10^2)^{3/2}}=-5.78520 .
\end{equation}
The overlap term follows from the orbital energies and the diagonal overlap derivatives:
\begin{center}
\begin{tabular}{cccc}
$i$ & $\varepsilon_i$ (hartree) & $S^x_{ii}$ (1/bohr) & $-2\varepsilon_iS^x_{ii}$\\
1 & $-11.25428$ & $-0.00267$ & $-0.06016$\\
2 & $-11.24849$ & $-0.00118$ & $-0.02645$\\
3 & $-1.02702$ & $-0.20417$ & $-0.41938$\\
4 & $-0.74729$ & $-0.13398$ & $-0.20025$\\
5 & $-0.66222$ & $0.14597$ & $0.19334$\\
6 & $-0.40117$ & $-0.18828$ & $-0.15107$\\
7 & $-0.40093$ & $-0.18703$ & $-0.14997$
\end{tabular}
\end{center}
The last column, computed before rounding and given in hartree/bohr, sums to $-0.81393$ up to one unit in the last digit. With the core terms from basis motion and from the operator written separately, the gradient is
\begin{align}
E^x&=12.97149+5.70485-12.07231-0.81393-5.78520\nonumber\\
&=0.00490\ \text{hartree/bohr},
\end{align}
or 0.252 eV/\AA. The positive sign means that the $z$ component of the force on C2 is negative, shortening the C--C distance; the force also has an $x$ component, of $+0.00803$ hartree/bohr. Large terms nearly cancel, so each must be evaluated much more accurately than its own size suggests. Without the overlap term, the result would be $0.81883$ hartree/bohr.

The electrostatic part is $5.70485-5.78520=-0.08035$ hartree/bohr, and the basis-motion part is $12.97149-12.07231-0.81393=0.08525$ hartree/bohr. In this basis, the electrostatic part alone gives the wrong sign for this component of the force.

The largest $|U_{ai}|$ is 0.130 per bohr, so the response is not small. It drops out because the largest $|F_{ai}|$ is only $9.8\times10^{-10}$ hartree. Differentiating the converged density numerically and contracting it with $F$ gives $-0.81393$ hartree/bohr, in agreement with Eq.~\eqref{W}. The numerical check also compares all twelve gradient components with finite differences of separately converged energies; the largest difference is $4.4\times10^{-10}$ hartree/bohr. This confirms the derivative of the model energy. It says nothing about the errors of the model, which leaves out electron correlation and uses a small basis. The value is far from converged in the basis: at the same geometry, RHF gives $0.0271$ (6-31G*), $0.0186$ (cc-pVDZ) and $0.0361$ hartree/bohr (cc-pVTZ) for this component, so only its sign is common to all four bases. In these three larger bases the electrostatic part has the correct sign but not the correct size; in cc-pVTZ it is $0.0875$ and the basis-motion part is still $-0.0514$ hartree/bohr.

\section*{(h) Consistency and failure}

\textbf{Question.} What do translations and rotations imply for the gradient? What happens if the orbitals are not converged, and does the absence of orbital response extend to second derivatives?

\textbf{Solution.} A common translation of nuclei and basis functions leaves every integral unchanged. The gradients therefore sum to zero over the atoms. In the example, the $z$ components for C1, C2, H1 and H2 are $-0.03744$, $0.00490$, $-0.01246$ and $0.04499$ hartree/bohr, whose sum is zero within rounding. The electrostatic parts alone sum to $0.0149$ hartree/bohr. Because the derivatives of each integral sum to zero separately, the full formula passes this check for any $P$ and $W$; the check cannot reveal poor convergence.

A rotation leaves the converged energy unchanged if the basis contains complete angular shells, as it does here. Hence $\sum_A\mathbf R_A\times\nabla_AE=0$. The largest component found is $2.6\times10^{-9}$ hartree.

Now rotate the converged occupied orbitals towards the virtual ones by a small angle $t$. Stationarity makes the energy error of order $t^2$. The right-hand side of Eq.~\eqref{gradient}, with $W=\frac12PFP$, is a different function of $P$ and is not in general stationary, so its error is generally of order $t$. For one such rotation in the example, measured against the converged values, the errors are:
\begin{center}
\begin{tabular}{ccc}
$t$ (rad) & energy (hartree) & norm of gradient difference (hartree/bohr)\\
$4\times10^{-4}$ & $1.42\times10^{-6}$ & $6.29\times10^{-5}$\\
$2\times10^{-4}$ & $3.55\times10^{-7}$ & $3.11\times10^{-5}$
\end{tabular}
\end{center}
Halving $t$ reduces the energy error by a factor of 4.00 and the gradient error by 2.02, as expected to leading order. An energy that looks converged can therefore accompany a noticeably less accurate gradient, and convergence should be judged by $F_{ai}$ as well.

For orbitals that are not stationary, the term $4\sum_{ai}F_{ai}U_{ai}$ in Eq.~\eqref{trace} remains, and the derivative depends on how the orbitals change with geometry. The smooth-branch assumption can fail where the orbital Hessian becomes singular, for example where two solutions merge.

Second derivatives are different even at convergence. Differentiating $\mathrm{tr}(Ph^x)$ with respect to another coordinate $y$ produces $\mathrm{tr}(P^yh^x)$. The two-electron and overlap terms contribute further pieces containing $P^y$. Since Eq.~\eqref{gradient} with $W=\frac12PFP$ holds at every geometry, the total coefficient of $U^y_{ai}$ is the derivative of its right-hand side with respect to an occupied-virtual rotation. Stationarity of $E$ does not set this derivative to zero, and the gradient error of order $t$ in the table shows that it is nonzero in the example. The RHF Hessian therefore generally needs the first-order orbital response that the gradient avoids.

\section*{Computed values}
\begin{verbatim}
C2H2, RHF/6-31G; coordinates x, y, z in bohr
C1: 0.00 0.00 0.00
C2: 0.00 0.00 2.30
H1: 0.30 0.00 -2.00
H2: 0.20 0.00 4.40
basis functions 22, occupied orbitals 7
RHF energy: -76.78686385 hartree
difference step: 0.005 bohr
Terms of dE/dz for C2, hartree/bohr:
  core, basis motion: 12.9714894
  core, operator derivative: 5.7048475
  two-electron: -12.0723060
  minus tr(W S^x): -0.8139327
  nuclear repulsion: -5.7851967
  total analytic: 0.0049015
  finite difference: 0.0049015
  total without overlap term: 0.8188341
  Hellmann-Feynman part: -0.0803492
  basis-motion part: 0.0852507
  tr(F dP/dz), numerical dP: -0.8139327
  total analytic: 0.25204 eV/angstrom
i, e_i (hartree), S^x_ii (1/bohr), -2 e_i S^x_ii (hartree/bohr)
  1 -11.254277 -0.0026727 -0.0601596
  2 -11.248493 -0.0011756 -0.0264485
  3 -1.027018 -0.2041716 -0.4193760
  4 -0.747289 -0.1339811 -0.2002451
  5 -0.662225 0.1459744 0.1933357
  6 -0.401173 -0.1882806 -0.1510662
  7 -0.400928 -0.1870322 -0.1499730
largest |U_ai|: 0.12972 1/bohr
largest |F_ai|: 9.8e-10 hartree
Gradient x and z: analytic; numerical (hartree/bohr)
  C1: -0.0108501 -0.0374405; -0.0108501 -0.0374405
  C2: -0.0080299 0.0049015; -0.0080299 0.0049015
  H1: 0.0092720 -0.0124557; 0.0092720 -0.0124557
  H2: 0.0096079 0.0449947; 0.0096079 0.0449947
largest |y component|: 7.8e-17 hartree/bohr
largest analytic-numerical gap: 4.4e-10 hartree/bohr
largest net gradient component: 8.9e-16 hartree/bohr
largest torque component: 2.6e-09 hartree
Hellmann-Feynman sum x, z: 0.000787 0.014930 hartree/bohr
rotation 4e-04 rad: energy error 1.422e-06 hartree,
  gradient error norm 6.289e-05 hartree/bohr
rotation 2e-04 rad: energy error 3.555e-07 hartree,
  gradient error norm 3.115e-05 hartree/bohr
error ratios on halving: energy 4.000, gradient 2.019 (no unit)
\end{verbatim}
